\section*{How a Delta Value Translates into Volume and Lattice-Constant Errors}

\section*{Question}

A projector augmented-wave (PAW) dataset is checked by computing the energy of a crystal as a function of volume and comparing the curve with that of an all-electron reference calculation. The disagreement is often condensed into a single energy per atom, called Delta. Suppose that the dataset gives a slightly wrong equilibrium volume. How large a Delta does this produce, how does it scale with the stiffness of the material, and what error in the lattice constant of silicon corresponds to a Delta of 1 meV per atom?

\section*{Answer}

\subsection*{What Delta measures}

Let $E_a(V)$ and $E_b(V)$ be the energies per atom from the reference and from the dataset, with $V$ the volume per atom. Both calculations use the same density functional and the same crystal structure. Their total energies have different zeros, which carry no information about the quality of the dataset, so each curve is shifted to have the value zero at its own minimum.

Let the minima lie at $V_a$ and $V_b$, and define the mean volume and the relative volume error by
\begin{equation}
V_0=\frac{V_a+V_b}{2},\qquad x=\frac{V_b-V_a}{V_0}.
\label{eq:defs}
\end{equation}
Delta is the root mean square of the energy difference over a window of relative half-width $w=0.06$ around $V_0$:
\begin{equation}
\Delta^2=\frac{1}{2wV_0}\int_{V_0(1-w)}^{V_0(1+w)}\left[E_b(V)-E_a(V)\right]^2dV .
\label{eq:delta}
\end{equation}
With the dimensionless volume $v=(V-V_0)/V_0$ we have $dV=V_0\,dv$, and the integral becomes an average over $-w\le v\le w$, written $\langle\cdots\rangle$. The averages needed below are
\begin{equation}
\langle v^2\rangle=\frac{1}{2w}\int_{-w}^{w}v^2dv=\frac{w^2}{3},\qquad
\langle v^4\rangle=\frac{w^4}{5},\qquad
\langle v^6\rangle=\frac{w^6}{7},
\label{eq:moments}
\end{equation}
while the averages of odd powers vanish by symmetry.

\subsection*{Two displaced parabolas}

The bulk modulus at a minimum is $B=V\,d^2E/dV^2$. A curvature $B_0/V_0$ therefore corresponds to a bulk modulus $B_0$ at the volume $V_0$. In the harmonic approximation, and with the same curvature for both curves,
\begin{equation}
E_i(V)=\frac{B_0}{2V_0}(V-V_i)^2,\qquad i=a,b .
\label{eq:harmonic}
\end{equation}
The bulk moduli at the two minima are then $B_0V_i/V_0=B_0(1\mp x/2)$, with the upper sign for $a$. They differ slightly because it is the curvature that has been held fixed.

From \eqref{eq:defs}, $V_a=V_0(1-x/2)$ and $V_b=V_0(1+x/2)$, so that $V-V_a=V_0(v+x/2)$ and $V-V_b=V_0(v-x/2)$. Subtracting the parabolas gives
\begin{align}
E_b-E_a&=\frac{B_0V_0}{2}\left[\left(v-\frac{x}{2}\right)^2-\left(v+\frac{x}{2}\right)^2\right]\nonumber\\
&=\frac{B_0V_0}{2}\left(-2xv\right)=-B_0V_0\,x\,v .
\label{eq:line}
\end{align}
The terms $v^2$ and $x^2/4$ cancel, and a straight line through zero at the centre of the window remains. For $x>0$ the dataset prefers the larger volume: its energy is too high on the compressed side and too low on the expanded side. Squaring, averaging with \eqref{eq:moments} and taking the positive root gives
\begin{equation}
\boxed{\;\Delta=B_0V_0\,|x|\,\frac{w}{\sqrt3}\;},\qquad \frac{w}{\sqrt3}=\frac{0.06}{\sqrt3}=0.0346 .
\label{eq:main}
\end{equation}
Within this model the formula holds without any expansion in $x$. The factor $w/\sqrt3$ is the root-mean-square relative volume change in the window. The sign of $x$ is lost, so Delta does not tell whether the dataset gives too large or too small a volume.

Delta is of first order in $x$, although the energy of a crystal is stationary at its equilibrium volume. The energy cost of placing the reference crystal at a volume wrong by $x$ is of second order, about $B_0V_0x^2/2$. Delta instead compares the curves over the whole window, where the crystal is under pressure and a displacement of the curve changes the energy linearly. The ratio of the second-order cost to Delta is $\sqrt3\,|x|/(2w)$, which is small when $|x|\ll w$.

\subsection*{From volume to lattice constant}

Silicon has the diamond structure, with eight atoms in a cubic cell of edge $a$, so $V_0=a^3/8$. Let the two equilibrium lattice constants be $a\mp\delta a/2$. The difference of their cubes is $3a^2\delta a+(\delta a)^3/4$, and the mean of their cubes is $a^3+3a(\delta a)^2/4$. The ratio of the two is, to first order,
\begin{equation}
x=\frac{3\,\delta a}{a},
\label{eq:xa}
\end{equation}
with a correction of relative order $(\delta a/a)^2$. Solving \eqref{eq:main} for $|x|$ and inserting the result in \eqref{eq:xa} gives
\begin{equation}
|\delta a|=\frac{a|x|}{3}=\frac{a}{3}\,\frac{\sqrt3\,\Delta}{wB_0V_0}
=\frac{a\,\Delta}{\sqrt3\,wB_0V_0}=\frac{8\,\Delta}{\sqrt3\,w\,B_0\,a^2}.
\label{eq:da}
\end{equation}
The last step uses $V_0=a^3/8$. The lattice error is proportional to Delta and inversely proportional to the bulk modulus. The same Delta therefore stands for a larger relative lattice error in a material with small $B_0V_0$ than in one with large $B_0V_0$.

\subsection*{The numbers for silicon}

Two material parameters are needed. The lattice constant is the tabulated value $a=5.431\times10^{-10}$ m. For the bulk modulus I take the rough size $B_0=1.0\times10^{11}$ Pa. In a real comparison they would be obtained from the two computed curves, with $V_0$ the mean equilibrium volume and $B_0/V_0$ the mean curvature. With these inputs
\begin{equation}
V_0=\frac{a^3}{8}=2.002\times10^{-29}\ \mathrm{m^3},\qquad
B_0V_0=2.002\times10^{-18}\ \mathrm{J}.
\end{equation}
A Delta of 1 meV is $1.602\times10^{-22}$ J, so \eqref{eq:main} gives
\begin{equation}
|x|=\frac{1.602\times10^{-22}\ \mathrm{J}}{0.03464\times2.002\times10^{-18}\ \mathrm{J}}=2.31\times10^{-3}.
\end{equation}
One third of this is the relative lattice error, $7.7\times10^{-4}$, and
\begin{equation}
|\delta a|=7.70\times10^{-4}\times5.431\times10^{-10}\ \mathrm{m}
=4.2\times10^{-13}\ \mathrm{m}=0.42\ \mathrm{pm}.
\end{equation}
The rough bulk modulus limits the accuracy of this figure. Taking $9.0\times10^{10}$ Pa instead gives 0.46 pm, and $1.1\times10^{11}$ Pa gives 0.38 pm. The answer is thus 0.4 to 0.5 pm, or about 0.08\% of the lattice constant. It lies towards the upper end if the functional gives silicon a bulk modulus near $9\times10^{10}$ Pa, since it is the computed curves that count. In the other direction, a volume error of 1\% in silicon produces a Delta of $6.9\times10^{-22}$ J, or 4.3 meV per atom.

This is a difference between two calculations with the same functional. It says nothing about the distance of either from experiment, which also contains the error of the functional itself.

\subsection*{If the curvature is wrong as well}

The conversion assigns the whole of Delta to the volume. A dataset may also give a wrong curvature. Let the curvatures be $(B_0/V_0)(1-\beta/2)$ for $a$ and $(B_0/V_0)(1+\beta/2)$ for $b$, so that $B_0/V_0$ is now their mean and $\beta$ their relative difference. Then
\begin{align}
E_b-E_a&=\frac{B_0V_0}{2}\left[\left(1+\frac{\beta}{2}\right)\left(v-\frac{x}{2}\right)^2-\left(1-\frac{\beta}{2}\right)\left(v+\frac{x}{2}\right)^2\right]\nonumber\\
&=B_0V_0\left[-xv+\frac{\beta}{2}\left(v^2+\frac{x^2}{4}\right)\right].
\label{eq:beta}
\end{align}
In the second line, the parts without $\beta$ combine as in \eqref{eq:line}. The parts with $\beta$ add the two squares, whose sum is $2v^2+x^2/2$.

The first term in the final bracket is odd in $v$ and the second is even, so their product averages to zero. Using
\begin{equation}
\left\langle\left(v^2+\frac{x^2}{4}\right)^2\right\rangle
=\langle v^4\rangle+\frac{x^2}{2}\langle v^2\rangle+\frac{x^4}{16}
=\frac{w^4}{5}+\frac{x^2w^2}{6}+\frac{x^4}{16},
\end{equation}
we obtain
\begin{equation}
\Delta^2=(B_0V_0)^2\left[\frac{x^2w^2}{3}+\frac{\beta^2}{4}\left(\frac{w^4}{5}+\frac{x^2w^2}{6}+\frac{x^4}{16}\right)\right].
\label{eq:both}
\end{equation}
The second contribution cannot be negative. For harmonic curves, therefore,
\begin{equation}
|x|\le\frac{\sqrt3\,\Delta}{wB_0V_0},
\label{eq:bound}
\end{equation}
and the lattice error found from \eqref{eq:da} is, to first order in $\delta a/a$, an upper bound, reached when the curvatures agree. This requires $V_0$ to be the mean volume and $B_0/V_0$ the mean curvature. If the values of the reference curve are used instead, the true error can lie slightly above the estimate. For $x=0.01$ and $\beta=-0.05$, for example, with the window kept centred on $V_0$, it does so by about 1\%.

A pure curvature error, $x=0$, gives $\Delta=B_0V_0|\beta|w^2/\sqrt{20}$. This has one more power of the small number $w$ than \eqref{eq:main}. For silicon, a curvature error of 9.9\% is needed to produce 1 meV, whereas a volume error of 0.23\% suffices. A small Delta is thus a much sharper statement about the volume than about the bulk modulus.

\subsection*{If the curves are not parabolas}

A real energy curve is not a parabola, because the curvature changes with volume. To see how much this matters, take the second-order Birch--Murnaghan curve
\begin{equation}
E_i(V)=B_0V_i\,e\!\left(\frac{V}{V_i}\right),\qquad
e(u)=\frac98\left(u^{-2/3}-1\right)^2 ,
\label{eq:bm}
\end{equation}
with the same $B_0$ for both curves. Put $u=1+v$ and expand:
\begin{align}
u^{-2/3}-1&=-\frac23v+\frac59v^2-\frac{40}{81}v^3+\cdots,\nonumber\\
e&=\frac12v^2-\frac56v^3+\frac{235}{216}v^4+\cdots .
\label{eq:expand}
\end{align}
The quadratic term confirms that $B_0$ is the bulk modulus at the minimum. The cubic term fixes its pressure derivative. In units of $B_0$, the pressure is $-e'$ and the bulk modulus is $ue''$, so at $u=1$ the derivative is $(e''+e''')/(-e'')=(1-5)/(-1)=4$.

For small $x$, the difference of the two curves is $xV_0$ times the derivative of $E_i$ with respect to $V_i$, taken at $V_i=V_0$. Since $V_i$ appears both as a prefactor and in $u=V/V_i$, with $\partial u/\partial V_i=-u/V_i$,
\begin{equation}
E_b-E_a\simeq B_0V_0\,x\left[e(u)-u\,e'(u)\right].
\end{equation}
From \eqref{eq:expand}, $e'=v-\frac52v^2+\frac{235}{54}v^3+\cdots$. Multiplication by $u=1+v$ gives $ue'=v-\frac32v^2+\frac{50}{27}v^3+\cdots$, and hence
\begin{equation}
e-ue'=-v+2v^2-\frac{145}{54}v^3+\cdots .
\end{equation}
In the mean square, terms up to $v^4$ are kept. They come from the square of the first term, the square of the second, and twice the product of the first and third:
\begin{equation}
\frac{w^2}{3}+\left(4+\frac{145}{27}\right)\frac{w^4}{5}
=\frac{w^2}{3}\left(1+\frac{253}{45}w^2\right).
\end{equation}
The square root halves the correction, so
\begin{equation}
\Delta\simeq B_0V_0|x|\frac{w}{\sqrt3}\left(1+\frac{253}{90}w^2\right).
\label{eq:anh}
\end{equation}
For $w=0.06$ the last factor is 1.010. Solving numerically for the lattice difference at which the integral \eqref{eq:delta} equals 1 meV gives 0.414 pm with these curves and 0.418 pm with parabolas. For two curves that share $B_0$ and the pressure derivative 4, the anharmonic correction is thus about 1\%, well below the uncertainty from the rough bulk modulus.

Anharmonicity does remove the guarantee behind \eqref{eq:bound}. If the pressure derivatives of the bulk modulus differ by $\gamma=B'_b-B'_a$, the energy difference acquires a term $-B_0V_0\gamma v^3/6$. This follows from the general cubic coefficient of $e$, which is $-(B'+1)/6$ for a pressure derivative $B'$: with $e''=1$ at $u=1$, the relation $B'=(e''+e''')/(-e'')$ gives $e'''=-(B'+1)$, and the cubic coefficient is $e'''/6$. Keeping this term and the linear one,
\begin{equation}
\frac{\Delta^2}{(B_0V_0)^2}\simeq\left\langle\left(xv+\frac{\gamma}{6}v^3\right)^2\right\rangle
=\frac{x^2w^2}{3}+\frac{x\gamma w^4}{15}+\frac{\gamma^2w^6}{252}.
\end{equation}
Both terms are odd in $v$, so they interfere. If $x$ and $\gamma$ have opposite signs, the middle term is negative and can hide part of the volume error: for $x=2.31\times10^{-3}$ and $\gamma=-1$ this expression lowers Delta by about 15\%. A much weaker interference exists even for $\gamma=0$. A difference in bulk modulus then multiplies the cubic term of $e$ as well, and with a sign opposite to that of $x$ it can bring Delta about half a percent below \eqref{eq:main}. When Delta is used to judge a lattice constant, it is therefore safer to compare the fitted minima directly as well.

\subsection*{If the window is placed differently}

Suppose the window is centred on the reference minimum $V_a$, and that $x$, $v$ and the common curvature $B_0/V_a$ are all defined relative to $V_a$. The harmonic difference is then
\begin{equation}
E_b-E_a=\frac{B_0V_a}{2}\left[(v-x)^2-v^2\right]=B_0V_a\left(-xv+\frac{x^2}{2}\right).
\end{equation}
The constant $x^2/2$ does not interfere with the odd term, and the mean square of the bracket is $x^2w^2/3+x^4/4$. Delta becomes
\begin{equation}
\Delta=B_0V_a|x|\frac{w}{\sqrt3}\sqrt{1+\frac{3x^2}{4w^2}} .
\end{equation}
For the silicon example the square root exceeds one by $5.6\times10^{-4}$. This is not the whole change for a fixed pair of curves. The prefactor is the curvature times $|V_b-V_a|$ times the central volume, so moving the centre from $V_0$ to $V_a$ also multiplies Delta by $V_a/V_0=1-x/2$, with $x$ as in \eqref{eq:defs}. For the curves \eqref{eq:bm} a further first-order term appears. In the earlier variable $v=(V-V_0)/V_0$ the window is now centred at $-x/2$, so the product of the terms $-v$ and $2v^2$ no longer averages to zero. It adds $2xw^2$ to the mean square $w^2/3$, that is $3x$ to Delta in relative terms, which with the factor above makes about $5x/2$. For silicon at 1 meV the total change is about $+0.6\%$ for $x>0$ and $-0.5\%$ for $x<0$, so the choice of centre is immaterial there. It matters when the volume error is no longer small compared with the half-width of the window.

The numerical check checks the harmonic formulas for Delta and the factor in \eqref{eq:anh} against direct integration of the definition.

\section*{Computed results}
\begin{verbatim}
window half-width w                     = 0.06
factor w/sqrt(3)                        = 0.03464
silicon lattice constant a              = 5.43102e-10 m
bulk modulus B0 (rough input)           = 1.0e+11 Pa
volume per atom V0                      = 2.0024e-29 m^3
B0*V0                                   = 2.0024e-18 J
Delta of 1 meV per atom                 = 1.6022e-22 J
relative volume error x                 = 2.310e-03
relative lattice error x/3              = 7.699e-04
lattice error, formula                  = 4.181e-13 m
lattice error, formula                  = 0.418 pm
lattice error, harmonic, solved         = 0.418 pm
lattice error, Birch-Murnaghan, solved  = 0.414 pm
lattice error for B0 = 9.0e+10 Pa       = 0.465 pm
lattice error for B0 = 1.1e+11 Pa       = 0.380 pm
Delta for x = 0.01                      = 6.937e-22 J
Delta for x = 0.01                      = 4.33 meV
off-centre window factor minus 1        = 5.56e-04
Birch-Murnaghan factor, quadrature      = 1.01015
Birch-Murnaghan factor, series          = 1.01012
curvature error alone giving 1 meV      = 0.0994
\end{verbatim}
